# Tutorial sheet: extremal orbits of a warped cylinder in a tilted field

## Problem

A layered metal with layer spacing $c$ has the band

$$E(\mathbf k)=\frac{\hbar^2(k_x^2+k_y^2)}{2m}-2t\cos(k_zc),\qquad t>0 .$$

Define $k_F$ by $E_F=\hbar^2k_F^2/2m$, and let $\varepsilon=2t/E_F<1$, so that the Fermi surface is a corrugated tube along $k_z$. The field points along $\mathbf n=(\sin\theta,0,\cos\theta)$. Semiclassical orbits are the sections of the Fermi surface by planes normal to $\mathbf n$. A plane is labelled by the point $k_0$ where it cuts the $k_z$ axis, $A(k_0)$ is the enclosed area, and a section with $dA/dk_0=0$ gives the oscillation frequency $F=\hbar A/2\pi e$ (Onsager relation). Use

$$\varphi_0=ck_0,\qquad a=ck_F\tan\theta,\qquad S=\frac{A\cos\theta}{\pi k_F^2}.$$

(a) Find a condition under which each section is one closed curve, and the properties of $S(\varphi_0)$ that hold exactly.

(b) Find $S$ to first order in $\varepsilon$, and the tilt angles at which the areas at $\varphi_0=0$ and $\pi$ coincide at this order.

(c) Extend $S$ to third order. At the angles of (b), do those two areas coincide exactly? Are they the only extremal ones?

(d) Check the results by numerical slicing for $c=1$ nm, $k_F=2\ \text{nm}^{-1}$, $m=2m_e$, $t=2$ meV.

## Hints

1. Project the orbit on the $k_xk_y$ plane and use polar coordinates with the squared radius as the unknown.
2. For the exact properties use inversion, periodicity in $k_z$, and the volume of the tube.
3. Average $e^{-ib\cos\phi}$ over $\phi$ term by term.
4. Iterate the orbit equation and write each order as a derivative of a power of one function.
5. For the slicing, use chords along $k_y$.

## Solution

### (a) Orbit equation and exact properties

The plane is $k_x\sin\theta+k_z\cos\theta=k_0\cos\theta$, so $k_z=k_0-k_x\tan\theta$. Unit vectors in the plane are $(\cos\theta,0,-\sin\theta)$ and $\hat{\mathbf y}$. Projection on the $k_xk_y$ plane shortens the first by $\cos\theta$ and leaves the second alone, so the projected area is $A\cos\theta$. Put $k_x=k_F\rho\cos\phi$, $k_y=k_F\rho\sin\phi$, $u=\rho^2$, and divide $E=E_F$ by $E_F$:

$$u=1+\varepsilon g(u),\qquad g(u)=\cos\!\big(\varphi_0-a\sqrt u\cos\phi\big). \tag{1}$$

Let $G(\rho)=\rho^2-1-\varepsilon g$. Since $|g|\le1$, $G<0$ for $\rho<\sqrt{1-\varepsilon}$ and $G>0$ for $\rho>\sqrt{1+\varepsilon}$. Between these radii

$$G'(\rho)=2\rho-\varepsilon a\cos\phi\,\sin(\varphi_0-a\rho\cos\phi)\ \ge\ 2\sqrt{1-\varepsilon}-\varepsilon a .$$

If $\varepsilon a<2\sqrt{1-\varepsilon}$, $G$ increases and each ray meets the orbit once. The projected area is then $\tfrac12k_F^2\int_0^{2\pi}u\,d\phi$, so $S=\langle u\rangle$, the average over $\phi$. The condition is sufficient, and some such condition is needed. For $\varepsilon=0.5$, $a=20$, $\varphi_0=0$ the line $k_y=0$ crosses the boundary 6 times. At fixed $k_x$ the interior is an interval centred on $k_y=0$, so this section consists of three separate pieces.

Three properties are exact.

First, $\mathbf k\to-\mathbf k$ preserves $E$ and maps the plane $k_0$ to $-k_0$, so $S$ is even in $\varphi_0$. It also has period $2\pi$, so $S(\pi+x)=S(-\pi-x)=S(\pi-x)$. Where $S$ is smooth, the planes $\varphi_0=0$ and $\pi$ are therefore stationary at every tilt.

Second, write $A\cos\theta=\int dk_x\,dk_y\,\Theta(E_F-E)$ with $k_z=k_0-k_x\tan\theta$. At fixed $k_x,k_y$, averaging over a period of $k_0$ is averaging over a period of $k_z$. The result is the mean of the untilted area $\pi k_F^2(1+\varepsilon\cos k_zc)$, which is $\pi k_F^2$. The mean of $S$ over $\varphi_0$ is 1. The volume of the tube is independent of $t$, so fixed $E_F$ and fixed electron density are the same condition in this model.

Third, (1) is unchanged under $\varphi_0\to\varphi_0+\pi$, $\varepsilon\to-\varepsilon$. In $S=\sum_mc_m\cos m\varphi_0$, odd harmonics are therefore odd in $\varepsilon$ and even harmonics are even.

### (b) First order

To first order $u=1+\varepsilon g(1)$. Odd powers of $\cos\phi$ average to zero. For even powers, only the constant term of $(e^{i\phi}+e^{-i\phi})^{2k}/4^k$ survives, so $\langle\cos^{2k}\phi\rangle=(2k)!/(4^kk!^2)$ and

$$\langle e^{-ib\cos\phi}\rangle=\sum_k\frac{(-1)^kb^{2k}}{(2k)!}\frac{(2k)!}{4^kk!^2}=\sum_k\frac{(-1)^k(b/2)^{2k}}{k!^2}=J_0(b).$$

This is real. Multiplying by $e^{i\psi}$ and taking the real part gives

$$\langle\cos(\psi-b\cos\phi)\rangle=\cos\psi\,J_0(b). \tag{2}$$

Hence $S=1+\varepsilon J_0(a)\cos\varphi_0+O(\varepsilon^2)$. With $\varepsilon k_F^2=4mt/\hbar^2$,

$$A(0)-A(\pi/c)=\frac{2\varepsilon J_0(a)\,\pi k_F^2}{\cos\theta}=\frac{8\pi mt}{\hbar^2\cos\theta}\,J_0(ck_F\tan\theta)$$

at this order. It vanishes at the Yamaji angles $\tan\theta_n=a_n/ck_F$, where $a_n$ is the $n$-th zero of $J_0$. There all sections, not only these two, have the same area to first order in $\varepsilon$. At $\theta=0$, $J_0=1$ and $S=1\pm\varepsilon$ is exact, because $g$ then does not depend on $u$. Across each zero the larger and the smaller orbit exchange roles.

For large $b$ the average is dominated by $\phi=0$ and $\pi$, the ends of the orbit, where $k_z$ is stationary. Near $\phi=0$, $\cos\phi\approx1-\phi^2/2$ and $\int e^{ib\phi^2/2}d\phi=\sqrt{2\pi/b}\,e^{i\pi/4}$, so this end contributes $e^{-i(b-\pi/4)}\sqrt{2\pi/b}/2\pi$. The other end gives the complex conjugate, and

$$J_0(b)\approx\sqrt{\frac{2}{\pi b}}\cos\!\Big(b-\frac\pi4\Big),\qquad a_n\approx\pi\Big(n-\frac14\Big). \tag{3}$$

In the average (2) with $\psi=\varphi_0$, $b=a$, the two ends, which lie $2a$ apart in the phase $k_zc$, contribute $\cos(\varphi_0\mp(a-\pi/4))/\sqrt{2\pi a}$. At $a-\pi/4=(n-\tfrac12)\pi$ these are equal and opposite and proportional to $\sin\varphi_0$. They cancel each other for a general plane, and each vanishes by itself at $\varphi_0=0$ and $\pi$.

### (c) Second and third order

Because $G'>0$, the root of (1) is analytic in $\varepsilon$ near $\varepsilon=0$. Put $u=1+\varepsilon\delta_1+\varepsilon^2\delta_2+\varepsilon^3\delta_3+\dots$, expand $g(u)=g+g'(u-1)+\tfrac12g''(u-1)^2+\dots$ with everything evaluated at $u=1$, and match powers:

$$\delta_1=g,\qquad \delta_2=g'\delta_1=\tfrac12(g^2)',\qquad \delta_3=g'\delta_2+\tfrac12g''\delta_1^2=gg'^2+\tfrac12g^2g''=\tfrac16(g^3)''.$$

The last form follows from $(g^3)''=6gg'^2+3g^2g''$. Each derivative of $g$ brings a factor of $a$, so at large tilt the parameter that must be small is $\varepsilon a$. Order $\varepsilon^n$ is of degree $n$ in $g$ and its derivatives, each a first harmonic in $\varphi_0$, so $c_m$ starts at $\varepsilon^m$.

The $u$ derivative is taken at fixed $\phi$ and commutes with the average. From $\cos^2x=\tfrac12(1+\cos2x)$, $\cos^3x=\tfrac14(3\cos x+\cos3x)$ and (2),

$$\langle g^2\rangle=\tfrac12+\tfrac12\cos2\varphi_0\,J_0(2a\sqrt u),\qquad \langle g^3\rangle=\tfrac34\cos\varphi_0\,J_0(a\sqrt u)+\tfrac14\cos3\varphi_0\,J_0(3a\sqrt u).$$

Differentiate the series $J_0(b\sqrt u)=\sum_k(-1)^k(b/2)^{2k}u^k/k!^2$ $m$ times at $u=1$ and set $k=j+m$:

$$\partial_u^mJ_0(b\sqrt u)\Big|_1=\sum_{k\ge m}\frac{(-1)^k(b/2)^{2k}}{k!\,(k-m)!}=\Big(-\frac b2\Big)^m\sum_j\frac{(-1)^j(b/2)^{2j+m}}{j!\,(j+m)!}=\Big(-\frac b2\Big)^mJ_m(b).$$

The case $m=1$ also gives $J_0'=-J_1$. Then

$$\langle\delta_2\rangle=\tfrac12\cdot\tfrac12\cos2\varphi_0\,(-a)J_1(2a),$$

$$\langle\delta_3\rangle=\tfrac16\Big[\tfrac34\cdot\tfrac{a^2}4J_2(a)\cos\varphi_0+\tfrac14\cdot\tfrac{9a^2}4J_2(3a)\cos3\varphi_0\Big],$$

and with $\tfrac16\cdot\tfrac3{16}=\tfrac1{32}$ and $\tfrac16\cdot\tfrac9{16}=\tfrac3{32}$,

$$c_1=\varepsilon J_0(a)+\frac{\varepsilon^3a^2}{32}J_2(a),\qquad c_2=-\frac{\varepsilon^2a}4J_1(2a),\qquad c_3=\frac{3\varepsilon^3a^2}{32}J_2(3a). \tag{4}$$

By parity the errors are $O(\varepsilon^5)$ in $c_1,c_3$ and $O(\varepsilon^4)$ in $c_2$.

**The two symmetric orbits.** Only odd harmonics survive in the difference:

$$S(0)-S(\pi)=2(c_1+c_3)=2\varepsilon J_0(a)+\frac{\varepsilon^3a^2}{16}\big[J_2(a)+3J_2(3a)\big]+O(\varepsilon^5). \tag{5}$$

At $a_n$ the two areas agree through second order and differ at third. With $J_0(a)\approx-J_1(a_n)(a-a_n)$, the true crossing $a^*$ satisfies

$$a^*-a_n=\frac{\varepsilon^2a_n^2\,[J_2(a_n)+3J_2(3a_n)]}{32J_1(a_n)}+O(\varepsilon^4). \tag{6}$$

**Extra extremal orbits.** Using $\sin2x=2\sin x\cos x$ and $\sin3x=\sin x\,(4\cos^2x-1)$,

$$\frac{dS}{d\varphi_0}=-\sin\varphi_0\big[c_1+4c_2\cos\varphi_0+3c_3(4\cos^2\varphi_0-1)+O(\varepsilon^4)\big].$$

Away from a Yamaji angle $c_1=O(\varepsilon)$ dominates and the bracket has no zero. When $J_0(a)=O(\varepsilon)$, $c_1$ and $c_2$ compete, and the bracket vanishes at $\cos\varphi^*=J_0(a)/[\varepsilon aJ_1(2a)]$ to leading order. This is real for

$$|a-a_n|<w=\varepsilon a_n\left|\frac{J_1(2a_n)}{J_1(a_n)}\right|. \tag{7}$$

Inside this window each period holds four extremal planes, $0$, $\pi$ and $\pm\varphi^*$. The pair $\pm\varphi^*$ has one area, so there are three extremal areas, and three Onsager frequencies in fields low enough to separate them (see (d)), except at $a^*$ (inside the window, since $a^*-a_n=O(\varepsilon^2)$ while $w=O(\varepsilon)$), where the areas at $0$ and $\pi$ coincide and two remain. The edges are where the new root reaches $0$ or $\pi$, that is, where $S''$ vanishes there. The map $\varepsilon\to-\varepsilon$ exchanges the two edge equations. The $O(\varepsilon^2)$ correction therefore moves both edges the same way, and the width in $a$ is $2w+O(\varepsilon^3)$.

At $a=a_n$, $c_1=O(\varepsilon^3)$, so $\cos\varphi^*=O(\varepsilon)$. The terms of order $\varepsilon^3$ in the bracket are $c_1+4c_2\cos\varphi^*-3c_3$, which gives

$$\cos\varphi^*=\frac{\varepsilon a_n[J_2(a_n)-9J_2(3a_n)]}{32J_1(2a_n)}+O(\varepsilon^3). \tag{8}$$

The sign of $c_2$ fixes the type of each extremum. Differentiating the average under the integral gives $J_1(b)=\langle i\cos\phi\,e^{-ib\cos\phi}\rangle$, and the extra factor is $\pm i$ at the two ends, so $J_1(b)\approx\sqrt{2/\pi b}\,\sin(b-\pi/4)$. At $b=2a_n\approx2\pi n-\pi/2$ the sine is $-1/\sqrt2$, and $J_1(2a_n)\approx-1/\sqrt{2\pi a_n}$. The program confirms the negative sign for $n\le20$. So $c_2>0$, and to leading order in $\varepsilon$, $S''(0)\approx S''(\pi)\approx-4c_2<0$ and $S''(\varphi^*)\approx+4c_2>0$. The terms $\mp(c_1+9c_3)$ change $S''(0)$ and $S''(\pi)$ by a relative amount of order $\varepsilon a_n$, about 9% at $n=1$ and 25% at $n=2$ for the parameters of (d), without changing the signs. At a Yamaji angle both symmetric orbits are maxima and the new ones are minima. The surviving warping is

$$\tfrac12[S(0)+S(\pi)]-S(\pi/2)=2c_2+O(\varepsilon^6)=\tfrac12\varepsilon^2a_n|J_1(2a_n)|+O(\varepsilon^4), \tag{9}$$

because odd harmonics cancel, $c_4$ enters both terms alike, and $c_6=O(\varepsilon^6)$. It grows as $\varepsilon^2\sqrt{a_n}$ with $n$ while $\varepsilon a_n$ stays small.

### (d) Numerical slicing

In units of $k_F$, a point of the plane is $k_0\hat{\mathbf z}+s(\cos\theta,0,-\sin\theta)+y\,\hat{\mathbf y}$. It lies inside the surface when $y^2<f(s)=1+\varepsilon\cos(\varphi_0-ck_Fs\sin\theta)-s^2\cos^2\theta$, so $A=2k_F^2\int\sqrt f\,ds$ between the two roots $s_\pm$ of $f$. No expansion enters. Near a root $\sqrt f$ behaves as a square root. The substitution $s=\tfrac12(s_++s_-)+\tfrac12(s_+-s_-)\cos\tau$ turns $\sqrt{(s_+-s)(s-s_-)}$ into a multiple of $\sin\tau$ and leaves a smooth integrand. The numerical check, with its output, does this integral and checks it against pixel counting and radial bisection. It tests each term of (4) against Fourier harmonics of sliced areas at $\varepsilon=0.004$, and (6), (7) and (8) at small $\varepsilon$ for $n=1,2,3$.

For the model parameters $E_F=76.20$ meV, $\varepsilon=4/76.20=0.05249$ and $F_0=\hbar k_F^2/2e=1316.4$ T, with $F=F_0S/\cos\theta$. At $\theta=0$ the frequencies are 1385.5 T and 1247.3 T, and the splitting is $2\varepsilon F_0=138.21$ T. At $30^\circ$, $a=1.1547$, and first order gives $138.21\times0.69344/\cos30^\circ=110.67$ T against the sliced 110.69 T. At $60^\circ$, $a=3.4641$, and it gives $138.21\times(-0.37493)/0.5=-103.6$ T against $-103.3$ T, an error of 0.3% of the sliced value. The sign has reversed.

The zeros 2.40483, 5.52008 and 8.65373, divided by $ck_F=2$, give $\theta_n=50.25^\circ$, $70.08^\circ$ and $76.99^\circ$. The estimate (3) gives $49.67^\circ$, $70.01^\circ$ and $76.97^\circ$.

At $\theta_1$, $\varepsilon a=0.1262$ lies far below the bound 1.9468, and $F_0/\cos\theta=2058.76$ T. The sliced values are $F(0)=2059.762$ T, $F(\pi)=2059.805$ T and $F(\varphi^*)=2057.736$ T. These digits describe the model, and are needed to resolve the differences. They are not separate lines at ordinary fields. A section contributes with phase $2\pi F/B$, and extremal sections stand out only when the phase spread $2\pi\Delta F/B$, with $\Delta F$ the spread of $F$ over $\varphi_0$, reaches a few radians. Here $F\approx\text{const}+\tfrac12\Delta F\cos2\varphi_0$ with $\Delta F\approx2.04$ T, the warping (9), which is the spread apart from the small odd harmonics, so the average used in (2) gives a relative amplitude $|J_0(\pi\Delta F/B)|\approx0.90$ at $B=10$ T. The sections are then nearly in phase and act as one frequency. The first zero of this amplitude, $\pi\Delta F/B=2.405$, falls at $B\approx2.7$ T, and below it the maxima beat against the minima. Separating $F(0)$ from $F(\pi)$, which differ by 0.043 T, takes a range of $1/B$ of order $1/0.043\ \text{T}\approx23\ \text{T}^{-1}$, and so fields down to about 0.04 T. There the thermal factor $X/\sinh X$, with $X=2\pi^2k_BTm_c/\hbar eB$ and $m_c\approx m/\cos\theta_1=3.13\,m_e$, is about $5\times10^{-4}$ at 10 mK ($B=0.043$ T, $X\approx10.7$), before any damping by scattering. For these parameters the two maxima are therefore one line in practice.

- Shift (6): $0.05249^2\times2.40483^2\times(0.43175-3\times0.27804)/(32\times0.51915)=-3.86\times10^{-4}$, sliced $-3.84\times10^{-4}$. The crossing lies $0.0045^\circ$ below $\theta_1$. At $\theta_1$ itself (5) gives $-0.0433$ T, sliced $-0.0430$ T.
- Position (8): $0.1262\times(0.43175+9\times0.27804)/(-32\times0.30021)=-0.039$, as sliced, so $\varphi^*=92.2^\circ$.
- Warping (9): $2058.76\times\tfrac12\times0.05249^2\times2.40483\times0.30021=2.048$ T, sliced 2.044 T.
- Window (7): $w=0.1262\times0.30021/0.51915=0.0730$, or $49.38^\circ$ to $51.09^\circ$, sliced $49.41^\circ$ to $51.12^\circ$. Both edges move together, as the symmetry argument requires.

The full spread, maximum minus minimum, is 2.069 T. It exceeds 2.044 T by half of $|F(0)-F(\pi)|$, about 0.02 T, and by $F(\pi/2)-F(\varphi^*)=0.003$ T.

At $\theta_2$, $\varepsilon a=0.2898$ and the neglected orders are larger. Relative to the sliced values, (5) gives 0.487 T against 0.477 T (2%), (6) gives $-3.53\times10^{-3}$ against $-3.47\times10^{-3}$ (1.6%), and (9) gives 5.37 T against 5.33 T (0.9%). The full spread is 5.61 T, $\varphi^*=84.7^\circ$, and the sliced window is $69.57^\circ$ to $70.61^\circ$.

## Variation 1: hopping to second-neighbour layers

Add $-2t'\cos(2k_zc)$ to the band, with $\varepsilon'=2t'/E_F$. What happens at $a_n$ to first order in the hoppings?

Now $u-1=\varepsilon\cos x+\varepsilon'\cos2x$ with $x=\varphi_0-a\cos\phi$, and (2) gives

$$S=1+\varepsilon J_0(a)\cos\varphi_0+\varepsilon'J_0(2a)\cos2\varphi_0 .$$

The new term is equal at $0$ and $\pi$, so these two areas still coincide at $a_n$ at this order. The sections are no longer all equal: the spread is $2|\varepsilon'J_0(2a_n)|$, and (3) gives $J_0(2a_n)\approx\cos(-3\pi/4)/\sqrt{\pi a_n}=-1/\sqrt{2\pi a_n}$. If $\varepsilon'$ is of order $\varepsilon^2$, it adds to $c_2$ of (4), and the second harmonic cancels when $\varepsilon'J_0(2a_n)=\varepsilon^2a_nJ_1(2a_n)/4$. For large $n$ this reads $\varepsilon'\approx\varepsilon^2a_n/4$, which in that regime can hold at one Yamaji angle only.

## Variation 2: elliptical cross-section

Let the in-plane energy be $\hbar^2k_x^2/2m_x+\hbar^2k_y^2/2m_y$, with semi-axes $k_{a}=\sqrt{2m_xE_F}/\hbar$ and $k_{b}=\sqrt{2m_yE_F}/\hbar$, and tilt the field toward the azimuth $\psi$. Find the Yamaji angles.

The plane is $k_z=k_0-\tan\theta\,(k_x\cos\psi+k_y\sin\psi)$. Put $k_x=k_a\rho\cos\phi$ and $k_y=k_b\rho\sin\phi$, so that the in-plane energy is $E_F\rho^2$ and the area element is $k_ak_b\,\rho\,d\rho\,d\phi$. Then

$$k_x\cos\psi+k_y\sin\psi=\rho K\cos(\phi-\phi_1),\qquad K=\sqrt{k_a^2\cos^2\psi+k_b^2\sin^2\psi},$$

with $\tan\phi_1=(k_b/k_a)\tan\psi$. The shift $\phi_1$ drops out of the average over $\phi$. Equation (1) therefore holds exactly with $a=cK\tan\theta$ and $S=A\cos\theta/\pi k_ak_b$, and (4) to (9) carry over unchanged. The Yamaji angles are $\tan\theta_n=a_n/cK(\psi)$. Since $K$ is the value of the projection at $\rho=1$, $\phi=\phi_1$, it is the largest projection of the ellipse on the tilt direction, and not its radius in that direction, unless $\psi$ lies along an axis or $k_a=k_b$.

## Numbers as computed

```
c = 1.0 nm, kF = 2.0 1/nm, m = 2.0 m_e, t = 2.0 meV, c kF = 2.0
E_F = 76.200 meV, eps = 0.05249, F0 = 1316.42 T
eps = 0.5, a = 20, p = 0: boundary crossings on ky=0 line = 6
theta = 0 deg: a = 0.0000, J0(a) = 1.00000
  F(0) = 1385.53 T, F(pi) = 1247.32 T
  F(0)-F(pi): sliced 138.208 T, first order 138.208 T
theta = 30 deg: a = 1.1547, J0(a) = 0.69344
  F(0) = 1574.77 T, F(pi) = 1464.08 T
  F(0)-F(pi): sliced 110.693 T, first order 110.665 T
theta = 60 deg: a = 3.4641, J0(a) = -0.37493
  F(0) = 2581.37 T, F(pi) = 2684.67 T
  F(0)-F(pi): sliced -103.304 T, first order -103.635 T
n=1: a_n = 2.40483, theta_n = 50.251 deg; pi(n-1/4) = 2.35619, 49.675 deg
n=2: a_n = 5.52008, theta_n = 70.084 deg; pi(n-1/4) = 5.49779, 70.009 deg
n=3: a_n = 8.65373, theta_n = 76.987 deg; pi(n-1/4) = 8.63938, 76.966 deg
--- n=1: eps*a = 0.1262, bound = 1.9468, cos(theta) = 0.63943
J1(a) = 0.51915, J1(2a) = -0.30021
J2(a) = 0.43175, J2(3a) = -0.27804
F0/cos(theta) = 2058.761 T
F(0) = 2059.762 T, F(pi) = 2059.805 T
F(pi/2) = 2057.739 T, F(p*) = 2057.736 T
F(0)-F(pi): sliced -0.0430 T, third order -0.0433 T
[F(0)+F(pi)]/2-F(pi/2): sliced 2.0442 T, formula 2.0478 T
max-min spread, sliced = 2.0688 T
cos p*: sliced -0.0386, formula -0.0386
p* sliced = 92.21 deg
a*-a_n: sliced -3.838e-04, formula -3.860e-04
crossing angle = 50.2465 deg, shift = -0.0045 deg
w = 0.0730; leading-order window 49.38 to 51.09 deg
sliced window 49.41 to 51.12 deg
--- n=2: eps*a = 0.2898, bound = 1.9468, cos(theta) = 0.34064
J1(a) = -0.34026, J1(2a) = -0.18286
J2(a) = -0.12328, J2(3a) = 0.19356
F0/cos(theta) = 3864.509 T
F(0) = 3867.428 T, F(pi) = 3866.950 T
F(pi/2) = 3861.863 T, F(p*) = 3861.817 T
F(0)-F(pi): sliced 0.4775 T, third order 0.4869 T
[F(0)+F(pi)]/2-F(pi/2): sliced 5.3262 T, formula 5.3746 T
max-min spread, sliced = 5.6112 T
cos p*: sliced 0.0924, formula 0.0924
p* sliced = 84.70 deg
a*-a_n: sliced -3.471e-03, formula -3.527e-03
crossing angle = 70.0723 deg, shift = -0.0115 deg
w = 0.1557; leading-order window 69.55 to 70.59 deg
sliced window 69.57 to 70.61 deg
```
